# Shear-lag stress in a film on a thin elastic adhesive

A nickel film 10 µm thick is bonded with 10 µm of epoxy to a thick silicon block and cooled by 60 K. Far from its edges, the shear-lag model derived below gives a tensile stress of 174 MPa. At 149 µm from an edge, a distance of fifteen film thicknesses, it gives 110 MPa. What length sets this slow recovery, when both layers are so thin?

## Geometry and mismatch strain

The film is a strip of thickness $h$ occupying $-L<x<L$ and very long in $y$. Below it lies an adhesive of thickness $t$ and shear modulus $G$, and below that a rigid substrate. "Rigid" means that the substrate expands and contracts with temperature but does not deform under load. The film is linear and isotropic, with Young modulus $E$ and Poisson ratio $\nu$. All bonds are perfect, and the system is stress-free before a uniform temperature change $\Delta T$. Tension is positive.

Let $\alpha_s$ and $\alpha_f$ be the expansion coefficients of substrate and film. Let $u(x)$ be the film displacement along $x$ relative to the thermally displaced substrate, averaged over the film thickness. The total film strain along $x$ is $\alpha_s\Delta T+u'$, where a prime denotes $d/dx$. The part $\alpha_f\Delta T$ costs no stress, so the elastic strain is

$$\varepsilon_{xx}=\varepsilon_m+u',\qquad \varepsilon_m=(\alpha_s-\alpha_f)\Delta T. \tag{1}$$

Far from the ends of the strip nothing depends on $y$. The film then cannot stretch along $y$ relative to the substrate, and

$$\varepsilon_{yy}=\varepsilon_m. \tag{2}$$

The mismatch is therefore imposed in full along $y$, whereas along $x$ it can be partly relieved by slip.

## Film stress: two different moduli

The top face of the film is free and the film is thin compared with the distance over which the stress varies. I therefore set $\sigma_{zz}=0$ in the film. Hooke's law reads

$$E\varepsilon_{xx}=\sigma_{xx}-\nu\sigma_{yy},\qquad E\varepsilon_{yy}=\sigma_{yy}-\nu\sigma_{xx}. \tag{3}$$

Adding $\nu$ times the second equation to the first eliminates $\sigma_{yy}$ and gives $E(\varepsilon_{xx}+\nu\varepsilon_{yy})=(1-\nu^2)\sigma_{xx}$. Writing $\sigma$ for $\sigma_{xx}$ and inserting (1) and (2),

$$\sigma=\frac{E}{1-\nu^2}\left[(1+\nu)\varepsilon_m+u'\right].$$

Since $1-\nu^2=(1-\nu)(1+\nu)$, this is

$$\sigma=\sigma_m+E'u',\qquad \sigma_m=\frac{E\varepsilon_m}{1-\nu},\qquad E'=\frac{E}{1-\nu^2}. \tag{4}$$

The fully constrained stress $\sigma_m$ contains the biaxial modulus $E/(1-\nu)$, because the mismatch acts in both directions. Relief by slip acts along $x$ alone and is governed by the plane-strain modulus $E'$.

The second of equations (3) gives the stress along the strip, $\sigma_{yy}=E\varepsilon_m+\nu\sigma$. At a free edge, where $\sigma=0$, it remains equal to $E\varepsilon_m=(1-\nu)\sigma_m$. The edge relieves the stress normal to itself but not all of the stress parallel to itself.

## Adhesive shear and force balance

The bottom of the adhesive is fixed to the substrate and its top moves with the film. If the displacement varies linearly through the adhesive, the shear strain is $u/t$ and the shear stress is

$$\tau=\frac{Gu}{t}. \tag{5}$$

This neglects shear deformation within the film and the tensile force carried by the adhesive; both are estimated later.

The film exerts the traction $+\tau$ on the upper face of the adhesive, so the adhesive exerts $-\tau$ on the film. For a film slice of length $dx$ and unit depth along $y$, the forces sum to

$$h[\sigma(x+dx)-\sigma(x)]-\tau\,dx=0
\quad\Longrightarrow\quad h\sigma'=\tau. \tag{6}$$

Differentiating (4) gives $\sigma'=E'u''$, because $\sigma_m$ is uniform. With (5) and (6),

$$hE'u''=\frac{G}{t}u
\quad\Longrightarrow\quad u''=\frac{u}{\lambda^2},\qquad
\boxed{\lambda=\sqrt{\frac{E'ht}{G}}}. \tag{7}$$

The film resists a change of slip with a stiffness $E'h$; the adhesive resists slip itself with a stiffness $G/t$ per unit area. The square root of their ratio is a length. It is large here because the film is much stiffer than the adhesive, even though $h$ and $t$ are small.

The same result follows from energy. At fixed $\varepsilon_{yy}$, the film energy density changes by $\sigma\,du'$. Integrating (4) and adding the adhesive shear energy gives, per unit strip length and up to a constant,

$$\Pi[u]=\int_{-L}^{L}\left[h\left(\sigma_mu'+\tfrac12E'u'^2\right)+\frac{Gu^2}{2t}\right]dx. \tag{8}$$

For a variation $\delta u$, integration by parts yields

$$\delta\Pi=\big[h\sigma\,\delta u\big]_{-L}^{L}
+\int_{-L}^{L}\left(-h\sigma'+\frac{Gu}{t}\right)\delta u\,dx. \tag{9}$$

The integral vanishes for every $\delta u$ only if (6) holds with (5). The boundary term vanishes for free end displacements only if $\sigma(\pm L)=0$. The quadratic terms in (8) are positive, so the stationary state is a minimum.

## Stress, slip and shear profiles

The general solution of (7) is $u=A\sinh(x/\lambda)+B\cosh(x/\lambda)$. Symmetry requires $u(0)=0$, hence $B=0$. The free edge then requires

$$0=\sigma(L)=\sigma_m+\frac{E'A}{\lambda}\cosh\frac L\lambda
\quad\Longrightarrow\quad
A=-\frac{\sigma_m\lambda}{E'\cosh(L/\lambda)}.$$

Therefore

$$u(x)=-\frac{\sigma_m\lambda}{E'}\frac{\sinh(x/\lambda)}{\cosh(L/\lambda)}, \tag{10}$$

and substitution of $u'$ in (4) gives

$$\boxed{\sigma(x)=\sigma_m\left[1-\frac{\cosh(x/\lambda)}{\cosh(L/\lambda)}\right]}. \tag{11}$$

Differentiating (11) and using (6),

$$\tau(x)=-\frac{\sigma_mh}{\lambda}\frac{\sinh(x/\lambda)}{\cosh(L/\lambda)}. \tag{12}$$

For a film in tension, $u$ and $\tau$ are negative at the right edge: the film has drawn inward, and the adhesive pulls it outward. Integrating (6) from the centre to the edge gives

$$-\int_0^L\tau\,dx=h\sigma(0). \tag{13}$$

The shear traction on one half of the strip thus supports the tensile force at its centre.

## Wide and narrow strips

Let $s=L-x$ be the distance from the right edge. Writing the hyperbolic cosines as exponentials and dividing numerator and denominator by $e^{L/\lambda}$,

$$\frac{\cosh[(L-s)/\lambda]}{\cosh(L/\lambda)}
=\frac{e^{-s/\lambda}+e^{-(2L-s)/\lambda}}{1+e^{-2L/\lambda}}.$$

When $L\gg\lambda$ and $s$ is measured from the nearer edge, the second exponential in the numerator is at most $e^{-L/\lambda}$. Dropping it gives

$$\sigma\simeq\sigma_m\left(1-e^{-s/\lambda}\right),\qquad
|\tau|\simeq\frac{\sigma_mh}{\lambda}e^{-s/\lambda}. \tag{14}$$

One decay length from the edge, 63% of the plateau has been recovered. The model's edge shear is

$$\tau_e=\frac{\sigma_mh}{\lambda}\tanh\frac L\lambda
\;\longrightarrow\;\sigma_m\sqrt{\frac{Gh}{E't}}\qquad(L\gg\lambda). \tag{15}$$

In a wide strip, with the other quantities fixed, a thicker adhesive lowers this model shear as $t^{-1/2}$ but widens the relaxed zone as $t^{1/2}$.

At the centre of any strip, (11) gives $\sigma(0)=\sigma_m[1-1/\cosh(L/\lambda)]$. For $L\ll\lambda$, the expansion $1/\cosh q=1-q^2/2+5q^4/24-\dots$ gives

$$\sigma(0)\simeq\sigma_m\frac{L^2}{2\lambda^2},\qquad
\tau_e\simeq\frac{\sigma_mhL}{\lambda^2}=\frac{\sigma_mGL}{E't}. \tag{16}$$

The edge slip then has magnitude $\sigma_mL/E'=(1+\nu)\varepsilon_mL$, which is the contraction of a film free to move along $x$ but still held along $y$. A narrow strip slips almost freely and the adhesive merely records that slip as shear. This is why its edge shear does not depend on $h$. These estimates also require $L$ to be much larger than $h$ and $t$; otherwise the edge zones, which the model does not describe, fill the strip.

Equation (11) was tested by direct minimization of (8), with the half-strip divided into 800 cells. For $L/\lambda=6.72$, 1 and 0.05, the largest stress difference was below $10^{-5}\sigma_m$. In the narrowest case the central stress was 0.9990 times the estimate (16), in agreement with the next term of the expansion, $-5L^2/(12\lambda^2)=-0.0010$. This checks the solution of the one-dimensional model, not the model itself: with the layers of the nickel example, $L=0.05\lambda$ is only 7.4 µm, less than the film thickness, and (11) does not describe so narrow a real strip.

## The nickel film

The inputs are rough typical values: $E=200$ GPa, $\nu=0.31$ and $\alpha_f=13$ ppm/K for nickel, $\alpha_s=3$ ppm/K for silicon, and $G=1.0$ GPa for epoxy. The strip has $L=1000$ µm. From (1) and (4),

$$\varepsilon_m=(3-13)\times10^{-6}\times(-60)=6.0\times10^{-4},$$

$$\sigma_m=\frac{200\,000\times6.0\times10^{-4}}{0.69}\ \text{MPa}=174\ \text{MPa},
\qquad E'=\frac{200}{1-0.31^2}=221\ \text{GPa}.$$

Equation (7) then gives

$$\lambda=\sqrt{\frac{221\times10\times10}{1.0}}\ \text{µm}\approx149\ \text{µm}.$$

This is the length behind the opening numbers. The stiffness ratio $E'/G=221$ multiplies the 10 µm scale of the layers by its square root, about 15.

Since $h/\lambda=0.067$ and $L/\lambda=6.7$, the edge shear is $174\times0.067\approx11.7$ MPa. The corresponding shear strain is 0.012 and the edge slip is 117 nm. The central stress is within 0.3% of $\sigma_m$. For it to reach 99% of $\sigma_m$, the half-width must satisfy $\cosh(L/\lambda)=100$, or $L=5.30\lambda=788$ µm. A strip with $L=\lambda$ would reach only 61 MPa at its centre.

## What happens at the edge itself

Equation (12) puts the largest shear at $x=\pm L$. If the adhesive ends there in a free vertical face, that face carries no shear traction, and by symmetry of the stress tensor $\tau$ must vanish on it. The one-dimensional model fails in this edge zone.

To measure the failure, the two-dimensional elastic equations were solved by finite elements for both layers on a rigid base, without assuming (5) or a uniform film stress. The adhesive has Poisson ratio 0.35; its own thermal mismatch is set to zero at first. The thickness-averaged film stresses are:

| $s/\lambda$ | Equation (11), MPa | Two-dimensional, MPa |
|---:|---:|---:|
| 0.25 | 38.5 | 35.7 |
| 0.50 | 68.4 | 66.3 |
| 1.00 | 109.9 | 108.4 |
| 2.00 | 150.4 | 149.7 |
| 3.00 | 165.2 | 165.0 |

The largest difference is 1.8% of $\sigma_m$. On the adhesive mid-plane the shear peaks at 10.7 MPa, 6.7 µm from the edge, and falls almost to zero at the free face. Refining the mesh changed the height of this peak by less than 0.1%.

The size of the stress error can be estimated from (6). The shear on the film is reduced near the edge. Let the total loss equal that of a shear $\tau_e$ over an equivalent length $ct$, where $c$ may depend on $h/t$. The film force is then short by about $ct\tau_e$. Dividing by $h$ and using (15) for a wide strip gives

$$\frac{\Delta\sigma}{\sigma_m}\approx c\frac t\lambda. \tag{17}$$

The example gives $c=0.27$. Two further calculations used $G/16$, one with the original thicknesses and one with $h/2$ and $2t$; $L/\lambda$ was held fixed. Both have $\lambda=595$ µm, but their errors are about 0.4% and 0.8%, so $c$ is 0.24 to 0.25. In these cases, where the adhesive is at least as thick as the film, $c$ stays near 1/4. For a thinner adhesive it grows, to about 0.5 at $h=4t$ with the original $G$, so the film thickness then matters too.

The decay length fitted between $s=\lambda$ and $3\lambda$ is 1.005 times (7). Had the biaxial modulus been used in $\lambda$, the prediction would have been larger by $\sqrt{1+\nu}=1.14$, which the calculation excludes.

Two small corrections account for most of the remaining 0.5%. First, shear in the film falls from $\tau$ at its bottom to zero at its top. With film shear modulus $G_f=E/[2(1+\nu)]$ and height $z$ above the film bottom, the mean displacement exceeds that of the bottom by

$$\frac1h\int_0^h\frac{\tau}{G_f}\left(z-\frac{z^2}{2h}\right)dz=\frac{\tau h}{3G_f}.$$

The compliance $t/G$ becomes $t/G+h/(3G_f)$. Second, the adhesive stretches by $u'z_a/t$ at height $z_a$ above the substrate. If its normal stress along $z$ is neglected, its energy adds $E_a't/3$ to $E'h$, where $E_a'$ is its plane-strain modulus. To first order,

$$\frac{\Delta\lambda}{\lambda}\approx\frac{Gh}{6G_ft}+\frac{E_a't}{6E'h}. \tag{18}$$

With $G_f=76$ GPa and $E_a'=3.1$ GPa, the terms are 0.22% and 0.23%. Their sum, 0.45%, compares with the fitted 0.54%. About 0.02% of the fitted value comes from the exponential of the opposite edge inside the fit window; the decay length of the slowest elastic mode of the two layers lies 0.53% above (7).

The shear traction also acts on the bottom of the film, half a thickness below its mid-plane, and so exerts a bending moment. For a film in tension this moment lifts the edge. The adhesive resists with a tensile peel stress, absent from (11), whose computed mid-plane maximum is 7.6 MPa. On the mid-plane it is comparable with the shear. Near the edge and within about a micrometre of the silicon it is several times larger, and in this elastic model it rises further toward the corner. Peel therefore cannot be ignored in judging debonding.

## Effects left out of the model

The epoxy also contracts. With a rough expansion coefficient of 60 ppm/K, its mismatch strain is $\varepsilon_a=3.4\times10^{-3}$, almost six times that of the nickel. Its Young modulus is $E_a=2G(1+\nu_a)=2.7$ GPa, with $\nu_a=0.35$, so its constrained stress is $\sigma_a=E_a\varepsilon_a/(1-\nu_a)\approx14$ MPa. Near the edge the force $\sigma_at$ must pass into the two bonded faces. If half goes to each, the film receives an inward end force $\sigma_at/2$, which changes its stress by

$$\Delta\sigma\approx-\frac{\sigma_at}{2h}e^{-s/\lambda}. \tag{19}$$

At $s=\lambda$ this is $-2.6$ MPa. The two-dimensional calculation gives a fall from 108.4 to 105.6 MPa, or $-2.8$ MPa. The peak mid-plane shear rises to 11.2 MPa, while the mid-plane peel maximum drops to 6.3 MPa. Within about a micrometre of the silicon, however, the contraction raises the largest peel stress.

The silicon is not perfectly rigid. Its strain under the traction is of order $\tau_e/E_s$, where $E_s$ is its Young modulus, compared with a film strain $\sigma_m/E'$. The model therefore needs $E'h/(E_s\lambda)\ll1$; with $E_s=160$ GPa the ratio is 0.09. Including an isotropic silicon block 3 mm deep, extending 3 mm beyond the film edge and clamped at its base, lowers the film stress by 3.9% at $s=\lambda$ and by 2.2% at the centre. The peak shear falls by 1.7%. The central change shows that substrate strain is not confined to the distance $\lambda$. These figures depend on the support: a deeper clamped block changes them little, but with the base of the same block free they become 4.3%, 2.7% and 2.1%, and a clamped block of 1 mm size lowers the central stress by only 1.9%.

For a real bonded nickel foil, a thickness of 10 µm and a bond line of 10 µm are plausible, and the elastic constants are ordinary ones. The plateau is 0.43 of a rough yield stress of 400 MPa for electrodeposited nickel, so elastic film behaviour is reasonable for such a foil; soft annealed nickel could yield. The edge shear is 0.39 of a rough adhesive strength of 30 MPa, but this ratio omits peel and local stress concentration and is not a debonding criterion. The assumption most exposed in service is a constant $G$, since epoxy creeps and softens on warming. If $G$ were ten times smaller, with $\sigma_m$ and the geometry fixed, $\lambda$ would grow to 470 µm. The central stress would fall to 133 MPa and the edge shear to 3.6 MPa. That change far exceeds the other corrections to the film stress computed here. A uniform tension held in the foil across the strip (along $x$) during bonding and released afterwards adds to $\sigma_m$ in (11), not to $\sigma(x)$, because it too relaxes at the edges. A tension held along the strip length $y$ changes only $\sigma_{yy}$ and leaves (11) unchanged.

The model needs a strip much wider than the layers are thick, and it needs $h\ll\lambda$ and $t\ll\lambda$. With (7), the last two conditions become

$$\frac{Gh}{E't}\ll1,\qquad \frac{Gt}{E'h}\ll1. \tag{20}$$

The first fails as the adhesive becomes very thin. Equation (7) then sends $\lambda$ to zero, but before that limit the film stress ceases to be nearly uniform through its thickness. The vanishing decay length is a failure of the model and does not describe a directly bonded film. Most of the values behind this example are collected in the numerical output below.

## Values computed for the example and the checks

```
film E, nu, alpha: 200 GPa, 0.31, 13 ppm/K
adhesive G, nu, alpha: 1.0 GPa, 0.35, 60 ppm/K
silicon E, nu, alpha: 160 GPa, 0.22, 3 ppm/K
h, t, half-width L: 10, 10, 1000 um
temperature change: -60 K
film mismatch strain: 6.00e-04
plane-strain modulus E': 221.3 GPa
plateau stress sigma_m: 173.9 MPa
decay length lambda: 148.7 um
h/lambda, t/lambda, L/lambda: 0.0672, 0.0672, 6.723
central stress: 173.5 MPa
edge shear, shear-lag: 11.69 MPa
edge slip magnitude: 116.9 nm
edge adhesive shear strain: 0.0117
half-width for 99% at centre: 5.298 lambda = 788 um
central stress if L=lambda: 61.2 MPa
energy test, max error/sigma_m (L=1 mm, lambda, 0.05 lambda): 8.8e-06, 2.0e-07, 5.1e-10
narrow strip: numerical centre stress/(sigma_m L^2/2lambda^2): 0.9990
distance/lambda, shear-lag stress, 2D mean stress (MPa):
  0.25  38.5  35.7
  0.50  68.4  66.3
  1.00  109.9  108.4
  2.00  150.4  149.7
  3.00  165.2  165.0
2D decay length: 149.6 um, ratio to formula 1.0054
largest 2D profile difference: 1.84 % of sigma_m
shear at s=lambda, formula and 2D: -4.30, -4.40 MPa
2D peak mid-adhesive shear: 10.70 MPa at 6.7 um from edge
2D mid-adhesive shear nearest free face: 0.050 MPa
2D peak mid-adhesive peel: 7.65 MPa
mesh shifts, decay/shear/peel: 0.0262, 0.075, 0.150 %
G/16: lambda 595.0 um, 2D/formula 1.0002, profile error 0.40 %
G/16, h/2, 2t: lambda 595.0 um, 2D/formula 1.0006, profile error 0.82 %
adhesive own mismatch strain: 3.42e-03
with adhesive contraction, peak shear and peel: 11.19, 6.27 MPa
with adhesive contraction, film stress at s=lambda: 105.6 MPa
silicon compliance, change of peak shear: -1.67 %
silicon compliance, change of stress at s=lambda: -3.89 %
silicon compliance, change of central stress: -2.22 %
G/10: lambda 470.4 um, edge shear 3.59 MPa, centre 133.0 MPa
rough film yield and adhesive strength: 400, 30 MPa
plateau/yield, edge shear/strength: 0.43, 0.39
```
